# Screening length of copper and field-induced carriers in a thin film: verification in Python

```python
# RESULT UNDER TEST
# Free-electron copper has Thomas-Fermi length
#   lambda = sqrt(2 eps0 E_F / (3 e^2 n)), about 0.55 angstrom.
# A vacuum field F at one face of a grounded film of thickness d changes
# its carrier count by the fraction eps0 F / (e n d), below 1e-4 for
# F = 1 V/nm and d = 10 nm.
# n: carrier density, E_F: Fermi energy, k_F: Fermi wavenumber.
# Working units: nm, eV, V; fields are components along +x.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.optimize import brentq
from scipy.special import spherical_jn

# Inputs; material values are rough
lattice_nm = 0.36
thickness = 10.0
field = 1.0
temperature = 400.0
work_function = 4.5
background_permittivity = 5.0
mass_factor = 1.3
oxide_permittivity = 4.0

# Constants in working units
e_over_eps0 = const.e / const.epsilon_0 * 1e9              # V nm
coulomb = e_over_eps0 / (4 * np.pi)                        # eV nm
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # eV nm^2
bohr = const.physical_constants["Bohr radius"][0] * 1e9
thermal = const.k * temperature / const.e

density = 4 / lattice_nm**3
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
e_fermi = kinetic * k_fermi**2
dos = 1.5 * density / e_fermi
screening = np.sqrt(2 * e_fermi / (3 * e_over_eps0 * density))
sheet = field / e_over_eps0
fraction = sheet / (density * thickness)

# Explicit count of plane-wave states in a periodic box
radius = 60.0
axis = np.arange(-63, 64)**2
squares = axis[:, None, None] + axis[None, :, None] + axis[None, None, :]
box = 2 * np.pi * radius / k_fermi


def states_below(energy_ratio):
    return 2 * np.count_nonzero(squares <= radius**2 * energy_ratio) / box**3


counted_density = states_below(1.0)
counted_dos = (states_below(1.05) - states_below(0.95)) / (0.1 * e_fermi)
assert abs(counted_density / density - 1) < 0.005
assert abs(counted_dos / dos - 1) < 0.02  # finite-box shell fluctuations

# Screening from the curvature of the energy density, without and with
# exchange; the exchange integral uses the one-particle density matrix.
z = np.linspace(1e-6, 200, 200001)
hole_integral = trapezoid(spherical_jn(1, z)**2 / z, z)


def energy_density(n, exchange):
    k = (3 * np.pi**2 * n) ** (1 / 3)
    kinetic_part = quad(lambda p: kinetic * p**4 / np.pi**2, 0, k)[0]
    exchange_part = -9 * np.pi * coulomb * n**2 / k**2 * hole_integral
    return kinetic_part + exchange * exchange_part


def curvature_length(exchange):
    h = 1e-3 * density
    values = [energy_density(density + s * h, exchange) for s in (-1, 0, 1)]
    curvature = (values[0] - 2 * values[1] + values[2]) / h**2
    return np.sqrt(curvature / e_over_eps0)


exchange_length = screening * np.sqrt(1 - 1 / (np.pi * k_fermi * bohr))
assert abs(curvature_length(0) / screening - 1) < 1e-5
assert abs(curvature_length(1) / exchange_length - 1) < 2e-4
assert abs(np.sqrt(np.pi * bohr / (4 * k_fermi)) / screening - 1) < 1e-6


# Nonlinear Thomas-Fermi film, with vacuum fields just outside its faces
def graded(points):
    return thickness * (1 - np.cos(np.linspace(0, np.pi, points))) / 2


def film(left, right, permittivity=1.0, mass=1.0, nodes=801):
    def excess_density(potential):
        return density * ((1 + mass * potential / e_fermi)**1.5 - 1)

    def equations(x, y):
        source = e_over_eps0 / permittivity * excess_density(y[0])
        return np.vstack((y[1], source))

    def faces(a, b):
        return np.array([a[1] + left / permittivity,
                         b[1] + right / permittivity])

    mesh = graded(nodes)
    result = solve_bvp(equations, faces, mesh, np.zeros((2, nodes)),
                       tol=1e-7, max_nodes=20000)
    assert result.status == 0, result.message
    x = graded(20001)
    extra = excess_density(result.sol(x)[0])
    return trapezoid(extra, x), trapezoid(x * extra, x), extra[0], result.sol


def decay_length(solution, scale):
    near, far = solution(2 * scale)[0], solution(4 * scale)[0]
    return 2 * scale / np.log(near / far)


count, moment, surface_extra, solution = film(field, 0)
coarse_count, coarse_moment, _, _ = film(field, 0, nodes=401)
mesh_shift = abs(coarse_count / count - 1)
charge_depth = moment / count
depth_shift = abs(coarse_moment / coarse_count / charge_depth - 1)
numeric_decay = decay_length(solution, screening)
surface_change = sheet / (density * screening)
surface_potential = solution(0)[0]
assert mesh_shift < 1e-4 and depth_shift < 1e-3
assert abs(count / sheet - 1) < 1e-4
assert abs(charge_depth / screening - 1) < 2e-3  # weak nonlinearity
assert abs(numeric_decay / screening - 1) < 1e-3
assert abs(surface_extra / density / surface_change - 1) < 0.01
assert abs(surface_potential / (field * screening) - 1) < 2e-3
assert 0.054 < screening < 0.056
assert count / (density * thickness) < 1e-4

reverse_count = film(-field, 0)[0]
both_count = film(field, -field)[0]
isolated_count = film(field, field)[0]
oxide_count = film(oxide_permittivity * field, 0)[0]
assert abs(reverse_count / sheet + 1) < 1e-4
assert abs(both_count / sheet - 2) < 2e-4
assert abs(isolated_count / sheet) < 1e-4
assert abs(oxide_count / sheet - oxide_permittivity) < 1e-3
assert both_count / (density * thickness) > 1e-4
assert oxide_count / (density * thickness) > 1e-4

# Polarizable background and changed mass: new length, same count
modified_length = screening * np.sqrt(background_permittivity / mass_factor)
modified_count, _, _, modified_solution = film(
    field, 0, background_permittivity, mass_factor)
modified_decay = decay_length(modified_solution, modified_length)
assert abs(modified_count / sheet - 1) < 1e-4
assert abs(modified_decay / modified_length - 1) < 1e-3


# Static Lindhard response and the surface potential drop per unit field
def lindhard(x):
    return 0.5 + (1 - x*x) / (4*x) * np.log(abs((1 + x) / (1 - x)))


for x_test in (0.6, 1.5):
    breaks = [x_test] if x_test < 1 else None
    direct = quad(lambda k: k * np.log(abs((k + x_test) / (k - x_test))),
                  0, 1, points=breaks, limit=200)[0] / (2 * x_test)
    assert abs(direct - lindhard(x_test)) < 1e-6


def drop_length(response):
    def integrand(q):
        return 1 / (q*q + response(q / (2*k_fermi)) / screening**2)
    low = quad(integrand, 0, 2*k_fermi, limit=200)[0]
    high = quad(integrand, 2*k_fermi, np.inf, limit=200)[0]
    return 2 / np.pi * (low + high)


assert abs(drop_length(lambda x: 1.0) / screening - 1) < 1e-6
lindhard_length = drop_length(lindhard)


# Thermal change of the length at fixed density; energies in units of E_F
def thermal_length_shift(t):
    top = 1 + 40 * t

    def filling(mu):
        return quad(lambda u: np.sqrt(u) / (1 + np.exp((u - mu) / t)),
                    0, top, points=[1], limit=200, epsabs=1e-12)[0]

    mu = brentq(lambda m: filling(m) - 2 / 3, 0.9, 1.1, xtol=1e-12)
    response = quad(lambda u: np.sqrt(u) /
                    (4*t*np.cosh((u - mu) / (2*t))**2),
                    0, top, points=[1], limit=200, epsabs=1e-12)[0]
    return 1 / np.sqrt(response) - 1


test_t = 0.03
assert abs(thermal_length_shift(test_t) /
           (np.pi**2 / 24 * test_t**2) - 1) < 0.05
thermal_shift = np.pi**2 / 24 * (thermal / e_fermi)**2

# Field emission for the direction that pulls electrons out: WKB barrier
angles = (np.arange(2000) + 0.5) * np.pi / 2000


def barrier_exponent(height, image):
    root = np.sqrt(height**2 - 4 * field * image)
    centre, half = height / (2*field), root / (2*field)
    x = centre - half * np.cos(angles)
    integrand = np.sqrt(field / x) * (half * np.sin(angles))**2
    return 2 / np.sqrt(kinetic) * np.sum(integrand) * np.pi / len(angles)


triangle = 4 * work_function**1.5 / (3 * np.sqrt(kinetic) * field)
assert abs(barrier_exponent(work_function, 0) / triangle - 1) < 1e-4
image_strength = coulomb / 4
image_exponent = barrier_exponent(work_function, image_strength)
depths = np.linspace(-2.5, 3, 2201)  # energy below the Fermi level
transmission = np.exp([-barrier_exponent(work_function + s, image_strength)
                       for s in depths])
supply = thermal * np.logaddexp(0, depths / thermal)
prefactor = const.e**3 * const.m_e / (2 * np.pi**2 * const.hbar**3)
emission = prefactor * trapezoid(supply * transmission, depths) * 1e-4
loss_per_second = emission / const.e / (sheet * 1e14)
assert loss_per_second < 1e-6

subbands = k_fermi * thickness / np.pi
neighbour = lattice_nm / np.sqrt(2)
minimum_thickness = sheet / (1e-4 * density)
maximum_field = 1e-4 * density * thickness * e_over_eps0


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


def percent(number):
    return 100 * number / (density * thickness)


show("Lattice constant, rough input", lattice_nm, "nm")
show("Film thickness", thickness, "nm")
show("Vacuum field", field, "V/nm")
show("Same field", field * 10, "MV/cm")
show("Temperature", temperature, "K")
show("Carrier density", density, "nm^-3")
show("Carrier density", density * 1e21, "cm^-3")
show("Fermi wavenumber", k_fermi, "nm^-1")
show("Fermi energy", e_fermi, "eV")
show("Density of states", dos, "eV^-1 nm^-3")
show("Box-counted carrier density", counted_density, "nm^-3")
show("Box-counted density of states", counted_dos, "eV^-1 nm^-3")
show("e/eps0", e_over_eps0, "V nm", ".5g")
show("Thomas-Fermi length", screening, "nm")
show("Thomas-Fermi length", screening * 10, "angstrom")
show("Decay length from film solution", numeric_decay, "nm")
show("Mean charge depth from film solution", charge_depth, "nm")
show("Added electrons, Gauss", sheet, "nm^-2")
show("Added electrons, film solution", count, "nm^-2")
show("Added electrons", sheet * 1e14, "cm^-2")
show("Film carriers per area", density * thickness, "nm^-2")
show("Carrier change, one face", 100 * fraction, "percent")
show("Relative count shift, 401 to 801 nodes", mesh_shift, "", ".1e")
show("Relative depth shift, 401 to 801 nodes", depth_shift, "", ".1e")
show("Surface potential", surface_potential, "V")
show("Surface density change, linear", 100 * surface_change, "percent")
show("Surface density change, film solution",
     100 * surface_extra / density, "percent")
show("Carrier change, field reversed", percent(reverse_count), "percent")
show("Carrier change, both faces", percent(both_count), "percent")
show("Isolated film, size of change below 1e-6 percent",
     int(abs(percent(isolated_count)) < 1e-6), "(1 = yes)", "d")
show("Oxide permittivity, rough input", oxide_permittivity)
show("Carrier change, field in oxide", percent(oxide_count), "percent")
show("Smallest thickness for 0.01 percent", minimum_thickness, "nm")
show("Largest vacuum field for 0.01 percent", maximum_field, "V/nm")
show("Length with exchange", exchange_length * 10, "angstrom")
show("Background permittivity, rough input", background_permittivity)
show("Mass factor, rough input", mass_factor)
show("Length with background and mass", modified_length * 10, "angstrom")
show("Added electrons with background and mass", modified_count, "nm^-2")
show("Lindhard drop length", lindhard_length * 10, "angstrom")
show("Thermal energy", thermal, "eV")
show("Relative thermal length shift", thermal_shift, "", ".2e")
show("Film subbands, k_F d/pi", subbands, "", ".3g")
show("Nearest-neighbour distance", neighbour, "nm", ".3g")
show("Work function, rough input", work_function, "eV")
show("Tunnel exponent, triangular barrier", triangle, "", ".3g")
show("Tunnel exponent, image-lowered", image_exponent, "", ".3g")
show("Field-emission current density", emission, "A/cm^2", ".1e")
show("Added charge lost per second", loss_per_second, "s^-1", ".1e")
print("finished without a failed check")
```

Output:

```
Lattice constant, rough input: 0.36 nm
Film thickness: 10 nm
Vacuum field: 1 V/nm
Same field: 10 MV/cm
Temperature: 400 K
Carrier density: 85.73 nm^-3
Carrier density: 8.573e+22 cm^-3
Fermi wavenumber: 13.64 nm^-1
Fermi energy: 7.09 eV
Density of states: 18.14 eV^-1 nm^-3
Box-counted carrier density: 85.67 nm^-3
Box-counted density of states: 18.19 eV^-1 nm^-3
e/eps0: 18.095 V nm
Thomas-Fermi length: 0.0552 nm
Thomas-Fermi length: 0.552 angstrom
Decay length from film solution: 0.0552 nm
Mean charge depth from film solution: 0.05516 nm
Added electrons, Gauss: 0.05526 nm^-2
Added electrons, film solution: 0.05526 nm^-2
Added electrons: 5.526e+12 cm^-2
Film carriers per area: 857.3 nm^-2
Carrier change, one face: 0.006446 percent
Relative count shift, 401 to 801 nodes: 1.9e-13
Relative depth shift, 401 to 801 nodes: 6.5e-10
Surface potential: 0.05516 V
Surface density change, linear: 1.168 percent
Surface density change, film solution: 1.169 percent
Carrier change, field reversed: -0.006446 percent
Carrier change, both faces: 0.01289 percent
Isolated film, size of change below 1e-6 percent: 1 (1 = yes)
Oxide permittivity, rough input: 4
Carrier change, field in oxide: 0.02578 percent
Smallest thickness for 0.01 percent: 6.446 nm
Largest vacuum field for 0.01 percent: 1.551 V/nm
Length with exchange: 0.4127 angstrom
Background permittivity, rough input: 5
Mass factor, rough input: 1.3
Length with background and mass: 1.083 angstrom
Added electrons with background and mass: 0.05526 nm^-2
Lindhard drop length: 0.5883 angstrom
Thermal energy: 0.03447 eV
Relative thermal length shift: 9.72e-06
Film subbands, k_F d/pi: 43.4
Nearest-neighbour distance: 0.255 nm
Work function, rough input: 4.5 eV
Tunnel exponent, triangular barrier: 65.2
Tunnel exponent, image-lowered: 58.4
Field-emission current density: 4.9e-18 A/cm^2
Added charge lost per second: 5.5e-12 s^-1
finished without a failed check
```
